# Neutral-atom potentials and the electrostatic energy of a molecule

In a calculation with pseudopotentials and atomic orbitals of finite range, every atom brings a long-range attraction for the electrons, and the electrons repel one another over the same long range. This problem regroups these contributions, using a reference density for each atom, and finds which parts remain long-ranged.

The algebra is in atomic units. Every potential is the potential energy of an electron, so attraction is negative, and $n$ is a positive number density. The Hartree potential of a density is

$$V_H[n](\mathbf r)=\int\frac{n(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d^3r' .$$

Atom $I$ has valence charge $Z_I$. The following is assumed about it:

- Its local pseudopotential $V_I(r)$ is spherical, finite at the nucleus and has a continuous slope for $r>0$, with $r^2V_I'(r)\to0$ as $r\to0$. For $r\ge l_I$ it equals $-Z_I/r$.
- Its reference density $n_I(r)$ is spherical, is zero for $r\ge c_I$, and integrates to $Z_I$.

The system is finite, and potentials are zero at infinity. Numbers are in eV and ångström; there each Coulomb expression carries the factor $K=e^2/(4\pi\varepsilon_0)=14.39965$ eV Å.

## (a) The Hartree potential of the reference density

**Use Gauss's law to find the slope of $V_H[n_I]$ at any radius, and its value for $r\ge c_I$.**

*Solution.* We drop the index $I$. Since $\nabla^2(1/|\mathbf r-\mathbf r'|)=-4\pi\delta(\mathbf r-\mathbf r')$, the definition of $V_H$ gives

$$\nabla^2V_H=-4\pi n .$$

Integrate this over a ball of radius $r$ about the nucleus. By the divergence theorem, the left side becomes the flux of $\nabla V_H$ through the surface. A spherical density has a spherical potential, so the gradient is radial and has the same size everywhere on that surface:

$$4\pi r^2\frac{dV_H}{dr}=-4\pi N(r),\qquad N(r)=4\pi\int_0^r n(t)\,t^2dt .$$

Here $N(r)$ is the number of electrons within $r$. Hence

$$\frac{dV_H}{dr}=-\frac{N(r)}{r^2}.$$

The slope is negative because an electron is pushed outwards. For $r\ge c$ all electrons are enclosed, $N=Z$, and integration gives $V_H=Z/r+C$. Every source point lies within $c$ of the nucleus, so $0\le V_H\le Z/(r-c)$ for $r>c$. This bound tends to zero at infinity, so $C=0$ and

$$V_H(r)=\frac Zr\qquad(r\ge c).$$

## (b) Adding the local pseudopotential

**Describe $V_I$ as the potential of a positive charge cloud. Then find $V_I^{NA}=V_I+V_H[n_I]$ inside and outside $a_I=\max(c_I,l_I)$.**

*Solution.* A positive cloud of density $\rho$ attracts electrons, so the sign in Poisson's equation is reversed. We define $\rho$ by

$$\nabla^2V=4\pi\rho .$$

The same integration over a ball gives the enclosed positive charge,

$$L(r)=4\pi\int_0^r\rho(t)\,t^2dt=r^2\frac{dV}{dr}.$$

The condition at the nucleus excludes a point charge there, and the continuous slope excludes a charged shell. For $r\ge l$ we have $V=-Z/r$, so $dV/dr=Z/r^2$ and $L=Z$. The cloud therefore has total charge $Z$ and lies within $l$. Its density may change sign; the argument uses the enclosed charge alone.

Adding the two slopes gives

$$\frac{dV^{NA}}{dr}=-\frac{N(r)-L(r)}{r^2}.$$

For $r\ge a$ both enclosed charges equal $Z$. The slope is then zero and $V^{NA}$ is constant. Both parts tend to zero at infinity, so the constant is zero:

$$V^{NA}(r)=0\qquad(r\ge a).$$

For $r<a$ we integrate the slope from $r$ to $a$. The left side gives $V^{NA}(a)-V^{NA}(r)=-V^{NA}(r)$, and therefore

$$V^{NA}(r)=\int_r^a\frac{N(t)-L(t)}{t^2}\,dt .$$

Outside $a$ an electron sees an atom whose enclosed charge is zero. Inside, the potential is attractive wherever fewer electrons than positive charges are enclosed from $r$ outwards. The name neutral-atom potential refers to this sum.

## (c) A model atom

**Let $V(r)=-(Z/l)f(r/l)$ for $r<l$, with**

$$f(x)=\frac{35-35x^2+21x^4-5x^6}{16}.$$

**Find its charge cloud. Give the reference density the same shape with radius $c>l$, and evaluate $V^{NA}$ for $Z=4$, $l=0.6$ Å, $c=2.0$ Å.**

*Solution.* This polynomial comes from writing $1/x=(1+u)^{-1/2}$ with $u=x^2-1$ and keeping the Taylor series to third order:

$$f=1-\tfrac12u+\tfrac38u^2-\tfrac5{16}u^3 .$$

It therefore joins $1/x$ at $x=1$ with equal value and three equal derivatives. For a power of the radius, $\nabla^2x^{m}=m(m+1)x^{m-2}$, so

$$\nabla_x^2f=\frac{-210+420x^2-210x^4}{16}=-\frac{105}{8}(1-x^2)^2 .$$

Changing from $x$ to $r=lx$ brings a factor $1/l^2$. With $\rho=\nabla^2V/(4\pi)$ this gives

$$\rho(r)=\frac{105\,Z}{32\pi l^3}\left(1-\frac{r^2}{l^2}\right)^2\qquad(r<l).$$

The reference density is this expression with $l$ replaced by $c$. Its potential has the opposite sign, $V_H=(Z/c)f(r/c)$ for $r<c$. Thus

$$V^{NA}=\begin{cases}Z\left[f(r/c)/c-f(r/l)/l\right], & r<l,\\ Z\left[f(r/c)/c-1/r\right], & l\le r<c,\\ 0, & r\ge c.\end{cases}$$

At $r=1.0$ Å, $x=r/c=0.5$ and $f=1.7178$. The Hartree potential is $4\times14.39965\times1.7178/2.0=49.47$ eV, the local potential is $-4\times14.39965/1.0=-57.60$ eV, and their sum is $-8.13$ eV. Other radii follow in the same way:

| $r$ (Å) | $V$ (eV) | $V_H$ (eV) | $V^{NA}$ (eV) |
|---|---|---|---|
| 0.0 | −209.99 | 63.00 | −147.00 |
| 0.5 | −114.88 | 59.21 | −55.67 |
| 1.0 | −57.60 | 49.47 | −8.13 |
| 1.5 | −38.40 | 37.92 | −0.48 |
| 2.0 | −28.80 | 28.80 | 0.00 |
| 3.0 | −19.20 | 19.20 | 0.00 |

The number of electrons within $r$ is

$$N(r)=\frac{105Z}{8}\left(\frac{x^3}{3}-\frac{2x^5}{5}+\frac{x^7}{7}\right),\qquad x=\frac rc .$$

At 1.0 Å this is 1.59, against an enclosed positive charge of 4, so a net charge of 2.41 still attracts. Because the two clouds have the same shape and $l<c$, the positive one is the more compact: $L\ge N$ at every radius, and $V^{NA}\le0$.

The potential is already small well inside the cutoff. The first Taylor term missing from $f$ is $\tfrac{35}{128}u^4$, and near $x=1$ we have $u^4\approx16(1-x)^4$. To leading order,

$$V^{NA}\approx-\frac{35Z}{8c}\left(1-\frac rc\right)^4 .$$

This fourth-order approach to zero belongs to the chosen density shape. The vanishing beyond $c$ does not depend on it.

## (d) When the cancellation fails

**What remains outside if the reference density is charged, if it is not spherical, or if the local potential reaches $-Z/r$ only asymptotically?**

*Solution.* *Charged density.* Remove one electron from the reference density of part (c). Outside $c$ the enclosed electron number is $Z-1$, so

$$V+V_H=-\frac Zr+\frac{Z-1}{r}=-\frac1r .$$

At 3.0 Å this is $-14.39965/3.0=-4.80$ eV. Confining the density is not enough; it must also be neutral with the local potential.

*Non-spherical density.* Multiply the density of part (c) by $3\cos^2\theta$. The average of this factor over angles is one, so the atom stays neutral. With $P_2=(3\cos^2\theta-1)/2$,

$$3\cos^2\theta=1+2P_2(\cos\theta).$$

The first term gives the spherical density, whose potential cancels $V$ outside. For a point on the axis with $r>c$, the quadrupole part of $1/|\mathbf r-\mathbf r'|$ is $r'^2P_2(\cos\theta')/r^3$. The other multipoles drop out because Legendre polynomials are orthogonal. The angular average of $P_2^2$ is $1/5$, so

$$V+V_H=\frac{1}{r^3}\,2\cdot\frac15\int n(r')\,r'^2d^3r'=\frac{2Z\langle r^2\rangle}{5r^3}.$$

For the model density,

$$\langle r^2\rangle=c^2\,\frac{\int_0^1x^4(1-x^2)^2dx}{\int_0^1x^2(1-x^2)^2dx}=c^2\,\frac{8/315}{8/105}=\frac{c^2}{3}=1.333\ \text{Å}^2 .$$

At 3.0 Å on the axis the potential is $14.39965\times2\times4\times1.333/(5\times27)=1.14$ eV. Gauss's law still holds for this density, but it fixes just the total flux. Without spherical symmetry, zero total flux does not imply zero field. For an open-shell atom whose density is not spherical, a spherical average of that density can serve as the reference.

*Asymptotic local potential.* If $V=-Z\,\mathrm{erf}(r/\sigma)/r$, then for $r\ge c$

$$V^{NA}=\frac Zr\left[1-\mathrm{erf}\left(\frac r\sigma\right)\right]=\frac Zr\,\mathrm{erfc}\left(\frac r\sigma\right).$$

This is positive and falls off like a Gaussian. It can be cut off with a small error when $c$ is several times $\sigma$, but it is not zero.

## (e) The energy in terms of a density change

**The electrostatic energy of electrons with density $n$ and ions at separations $R_{IJ}$ is**

$$E[n]=\frac12\int V_H[n]\,n\,d^3r+\sum_I\int V_I\,n\,d^3r+\sum_{I<J}\frac{Z_IZ_J}{R_{IJ}} .$$

**Write $n=n_0+\delta n$ with $n_0=\sum_In_I$, and collect the terms by their order in $\delta n$.**

*Solution.* Each $V_I$ and $n_I$ is now centred on its own atom. The last term treats the ions as point charges. Kinetic and exchange-correlation energies and any nonlocal part of the pseudopotential are separate and are not changed here.

Write the Coulomb integral of two densities as

$$(f|g)=\iint\frac{f(\mathbf r)\,g(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d^3r\,d^3r' .$$

It is symmetric, $(f|g)=(g|f)$, so the two cross terms in the Hartree energy are equal:

$$\tfrac12(n|n)=\tfrac12(n_0|n_0)+(n_0|\delta n)+\tfrac12(\delta n|\delta n).$$

The middle term is $\sum_I\int V_H[n_I]\,\delta n\,d^3r$. The local energy is linear in the density and supplies $\sum_I\int V_I\,\delta n\,d^3r$. Together they contain $V_I+V_H[n_I]=V_I^{NA}$, and so

$$E[n]=\tfrac12(\delta n|\delta n)+\sum_I\int V_I^{NA}\,\delta n\,d^3r+E[n_0].$$

No term has been neglected, and $\delta n$ need not be small. Each integral in the second term is confined to the sphere of radius $a_I$ around its atom. The potential acting on an electron regroups in the same way, because $V_H$ is linear:

$$\sum_IV_I+V_H[n]=\sum_IV_I^{NA}+V_H[\delta n].$$

## (f) The energy of the reference density

**Write $E[n_0]$ as a sum of one-atom constants and pair terms of finite range, and find the ranges.**

*Solution.* By part (b), $V_I$ is minus the Coulomb potential of $\rho_I$: both have the same slope at every radius and vanish at infinity. Therefore

$$E[n_0]=\frac12\sum_{IJ}(n_I|n_J)-\sum_{IJ}(\rho_I|n_J)+\sum_{I<J}\frac{Z_IZ_J}{R_{IJ}} .$$

The first two sums are part of a square. Expanding the interaction of the neutral charges $n_I-\rho_I$, and using the symmetry of the double sum, gives

$$\frac12\sum_{IJ}(n_I-\rho_I|n_J-\rho_J)=\frac12\sum_{IJ}(n_I|n_J)-\sum_{IJ}(\rho_I|n_J)+\frac12\sum_{IJ}(\rho_I|\rho_J).$$

The last sum is absent from $E[n_0]$ and must be subtracted. Its terms with $I=J$ are self-energies, and its terms with $I\ne J$ join the point-ion repulsion. Define

$$U_{IJ}=(n_I-\rho_I|n_J-\rho_J)=\int V_I^{NA}\,(n_J-\rho_J)\,d^3r,$$

$$\Delta U_{IJ}=\frac{Z_IZ_J}{R_{IJ}}-(\rho_I|\rho_J),\qquad S_I=\tfrac12(\rho_I|\rho_I).$$

Then

$$E[n_0]=\frac12\sum_{IJ}U_{IJ}+\sum_{I<J}\Delta U_{IJ}-\sum_IS_I ,$$

and the full energy is

$$E=\tfrac12(\delta n|\delta n)+\sum_I\int V_I^{NA}\delta n\,d^3r+\frac12\sum_{IJ}U_{IJ}+\sum_{I<J}\Delta U_{IJ}-\sum_IS_I .$$

*Range of $U_{IJ}$.* The potential $V_I^{NA}$ is zero beyond $a_I$ from atom $I$, and the charge $n_J-\rho_J$ is zero beyond $a_J$ from atom $J$. For $R_{IJ}\ge a_I+a_J$ the two regions do not overlap, and $U_{IJ}=0$.

*Range of $\Delta U_{IJ}$.* Let $R_{IJ}\ge l_I+l_J$. All of $\rho_J$ then lies at least $l_I$ from atom $I$, where $\rho_I$ acts like a point charge $Z_I$. So $(\rho_I|\rho_J)$ is $Z_I$ times the Coulomb potential of $\rho_J$ at nucleus $I$. That nucleus lies outside $\rho_J$, so the potential is $Z_J/R_{IJ}$, and $\Delta U_{IJ}=0$.

If the number of atoms per volume is bounded, each atom has a bounded number of neighbours within these ranges. The number of pair terms then grows linearly with the size of the system. The term $\tfrac12(\delta n|\delta n)$ stays long-ranged and still needs a solution of Poisson's equation. In a neutral system $\int\delta n\,d^3r=0$, so its total charge vanishes, but separated regions may carry opposite charges or dipoles.

## (g) Two undisturbed atoms

**Take atom A from part (c) and atom B with $Z=6$, $l=0.5$ Å, $c=1.6$ Å, and set $\delta n=0$. How does their interaction depend on $R$?**

*Solution.* The interaction is $U_{AB}+\Delta U_{AB}$; the factor $\tfrac12$ is absorbed because AB and BA both occur in the double sum. The ranges are $2.0+1.6=3.6$ Å for $U_{AB}$ and $0.6+0.5=1.1$ Å for $\Delta U_{AB}$. Gauss–Legendre quadrature over distance and angle gives:

| $R$ (Å) | $U_{AB}$ (eV) | $\Delta U_{AB}$ (eV) |
|---|---|---|
| 0.9 | 6.517 | 0.010 |
| 1.5 | −12.987 | 0 |
| 3.0 | −0.002 | 0 |
| 4.0 | 0 | 0 |

At 4.0 Å the original form reaches zero through large terms. Each of the two repulsions is $14.39965\times4\times6/4.0=86.40$ eV, and the two electron–ion attractions together give $-172.80$ eV.

The sign at the outer edge can be derived. For $R\ge a_A+l_B=2.5$ Å, the potential $V_A^{NA}$ does not reach $\rho_B$, and $U_{AB}=\int V_A^{NA}n_B\,d^3r$. Since $V_A^{NA}\le0$, this is negative until it vanishes at 3.6 Å. As $R\to0$, the point-ion repulsion diverges while the other Coulomb terms stay finite, so the sum must become positive and the force repulsive. The table shows that the sum is already positive at 0.9 Å; the force changes sign at a larger distance, where the sum passes through its minimum near 1.24 Å.

## (h) A changed density

**At $R=1.5$ Å let the electron density consist of three clouds of the shape used in part (c): 3.6 electrons with radius 1.8 Å on A, 6.0 electrons with radius 1.7 Å on B, and 0.4 electrons with radius 0.9 Å at the midpoint. Compare the two forms of the energy.**

*Solution.* The density change is these clouds minus the reference densities, and it integrates to $3.6+6.0+0.4-4-6=0$. The density is chosen, not self-consistent. In the original form, the Hartree energy was integrated in Fourier space and the local energy by quadrature in real space:

- Hartree energy of $n$: 582.97 eV
- local potential with $n$: −1400.92 eV
- ion–ion repulsion: $14.39965\times24/1.5=230.39$ eV

The sum is $-587.56$ eV. In the rewritten form, all integrals were done by quadrature in real space, with $V^{NA}$ set to zero beyond its cutoff:

- Hartree energy of $\delta n$: 2.114 eV
- $V^{NA}$ with $\delta n$: −4.116 eV
- $\tfrac12(U_{AA}+U_{BB})$: 586.559 eV
- $U_{AB}$: −12.987 eV
- $\Delta U_{AB}$: 0
- $-(S_A+S_B)$: −1159.132 eV

These also add up to $-587.56$ eV, or $-21.59$ hartree.

The two large entries in the second list belong to single atoms. Their sum, $586.559-1159.132=-572.573$ eV, is the electrostatic energy of the two separate reference atoms and does not change when the atoms move. The rest is

$$2.114-4.116-12.987=-14.989\ \text{eV}.$$

So at this distance the part that depends on the geometry and on the density change is built from terms of at most 13 eV in size, where the original form has terms of up to 1401 eV. It is not a binding energy, because the kinetic and exchange-correlation energies are missing.

If the same three clouds are used at $R=4.0$ Å, with the small one again at the midpoint, the total is $-556.90$ eV. This is 15.67 eV above the separate reference atoms. Both pair terms vanish at this distance, so the whole difference comes from the two terms containing $\delta n$. It does not measure an interaction between the atoms, because it includes the energy of changing the cloud on each atom and the self-energy of the small cloud. These do not depend on $R$ and add up to 16.83 eV. The remainder, $-1.16$ eV, is close to the point-charge value $-14.39965\times0.4^2/2.0=-1.15$ eV. Still, the finite range of the neutral-atom terms does not make the total energy short-ranged for an arbitrary density: separated charges in $\delta n$, such as the 0.4 electrons missing on A and the 0.4 electrons added at the midpoint, interact through $\tfrac12(\delta n|\delta n)$ at any distance.
